# Proton content of a hydrated acceptor-doped perovskite from full site balance: a program that tests the result

```python
"""Proton content of a hydrated, acceptor-doped perovskite ABO3.

Result under test, per formula unit:
  h = k*A*(6-A) / (3*k + sqrt(9*k**2 + k*(4-k)*A*(6-A)))
A: singly charged acceptors; h: protons (hydroxide ions on oxygen sites);
v: oxygen vacancies; o: oxide ions; k: hydration constant times water activity.
Claim: A = 0.2 and k = 1 give h of about 0.178.
The formula is tested against the original balances and against explicit
sums over the states of finite lattices.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp


def protons(A, k):
    """Closed formula with full site balance."""
    q = A * (6 - A)
    return k * q / (3 * k + np.sqrt(9 * k**2 + k * (4 - k) * q))


def protons_shortcut(A, k):
    """Closed formula when the oxide-ion content is set to 3."""
    return 6 * k * A / (3 * k + np.sqrt(9 * k**2 + 24 * k * A))


def protons_from_balances(A, k, full=True):
    """Root of the mass-action law with the balances inserted numerically."""
    def residual(h):
        v = (A - h) / 2
        o = 3 - h - v if full else 3.0
        return h**2 - k * v * o
    return brentq(residual, 0, A, xtol=1e-14)


def protons_lattice(A, k, cells):
    """Mean proton content from a sum over absorbed water molecules."""
    pairs = round(A * cells / 2)
    n = np.arange(pairs + 1)
    H, V = 2 * n, pairs - n
    O = 3 * cells - H - V
    logw = n * np.log(k) - gammaln(H + 1) - gammaln(V + 1) - gammaln(O + 1)
    weight = np.exp(logw - logsumexp(logw))
    return np.sum(weight * H) / cells


def protons_bound(A, k, near, bind_h, bind_v):
    """Two site classes; bind_h, bind_v are Boltzmann factors near dopants."""
    def contents(log_x):
        x = np.exp(log_x)
        y = x**2 / k
        z_near = 1 + x * bind_h + y * bind_v
        z_far = 1 + x + y
        h = near * x * bind_h / z_near + (3 - near) * x / z_far
        v = near * y * bind_v / z_near + (3 - near) * y / z_far
        return h, v

    def charge(log_x):
        h, v = contents(log_x)
        return h + 2 * v - A
    return contents(brentq(charge, np.log(1e-9), np.log(10), xtol=1e-13))[0]


def protons_bound_lattice(A, k, near, bind_h, bind_v, cells):
    """Explicit sum over all occupations of the two site classes."""
    s_near = round(near * cells)
    s_far = 3 * cells - s_near
    pairs = round(A * cells / 2)
    logw = []
    for n in range(pairs + 1):
        H, V = 2 * n, pairs - n
        h1 = np.arange(H + 1)[:, None]
        v1 = np.arange(V + 1)[None, :]
        h2, v2 = H - h1, V - v1
        terms = (h1 * np.log(bind_h) + v1 * np.log(bind_v)
                 - gammaln(h1 + 1) - gammaln(v1 + 1)
                 - gammaln(s_near - h1 - v1 + 1)
                 - gammaln(h2 + 1) - gammaln(v2 + 1)
                 - gammaln(s_far - h2 - v2 + 1))
        logw.append(n * np.log(k) + logsumexp(terms))
    logw = np.array(logw)
    weight = np.exp(logw - logsumexp(logw))
    return np.sum(weight * 2 * np.arange(pairs + 1)) / cells


# Closed formulas against the original balances, including k = 4 and above
for A_test in (0.05, 0.2, 0.5):
    for k_test in (1e-3, 0.1, 1.0, 4.0, 10.0, 1e3):
        full = protons_from_balances(A_test, k_test)
        short = protons_from_balances(A_test, k_test, full=False)
        assert abs(protons(A_test, k_test) - full) < 1e-11
        assert abs(protons_shortcut(A_test, k_test) - short) < 1e-11
        assert short > full
        roots = np.roots([4 - k_test, 6 * k_test,
                          -k_test * A_test * (6 - A_test)]
                         if k_test != 4 else
                         [6 * k_test, -k_test * A_test * (6 - A_test)])
        assert np.sum((roots > 0) & (roots < A_test)) == 1

# Mass-action law and site balance against explicit state counting;
# the tolerance covers the finite-size error, of order 1/cells
A, k = 0.2, 1.0
cells = 20000
for k_test in (0.1, 1.0, 10.0):
    assert abs(protons_lattice(A, k_test, cells) - protons(A, k_test)) < 1e-4
h_lattice = protons_lattice(A, k, cells)

# Limits of weak and strong hydration
weak = 1e-8
assert abs(protons_from_balances(A, weak)
           / (np.sqrt(weak * A * (6 - A)) / 2) - 1) < 1e-3
assert abs(protons_from_balances(A, 1e8) - A) < 1e-6

h = protons(A, k)
v = (A - h) / 2
o = 3 - h - v
h_short = protons_shortcut(A, k)
assert abs(h - 0.178) < 5e-4
assert abs(h_lattice - h) < 0.1 * (h_short - h)

# Example in the regime of barium zirconate with 20% yttrium (rough values)
kB = const.k / const.e                  # eV/K
dH = -0.82                              # eV per water molecule
dS = -0.95e-3                           # eV/K per water molecule
p_torr = 20.0
edge_nm = 0.42
activity = p_torr * const.torr / const.bar


def k_at(T):
    return activity * np.exp(-(dH - T * dS) / (kB * T))


T = dH / (dS + kB * np.log(activity))
T_root = brentq(lambda t: k_at(t) - 1, 400, 1200)
assert abs(T - T_root) < 1e-6
h_cold, h_hot = protons(A, k_at(T - 50)), protons(A, k_at(T + 50))
assert h_cold > h > h_hot
density = h / (edge_nm * 1e-7)**3

# Sizes of neglected effects
holes = 1e-3
h_holes = protons(A - holes, k)
misplaced = 0.05 * A
A_net = (A - misplaced) - misplaced
h_misplaced = protons(A_net, k)
near = 3 * (1 - (1 - A)**2)
E_h, E_v = 0.3, 0.4                     # rough binding energies, eV
f_h, f_v = np.exp(E_h / (kB * T)), np.exp(E_v / (kB * T))
bound = {}
for name, bh, bv in (("none", 1.0, 1.0), ("proton", f_h, 1.0),
                     ("vacancy", 1.0, f_v), ("both", f_h, f_v)):
    bound[name] = protons_bound(A, k, near, bh, bv)
    small = protons_bound_lattice(A, k, near, bh, bv, 200)
    large = protons_bound_lattice(A, k, near, bh, bv, 400)
    # removing the 1/cells term leaves a smaller finite-size error
    assert abs(2 * large - small - bound[name]) < 3e-4, name
assert abs(bound["none"] - h) < 1e-9
assert bound["vacancy"] < h < bound["both"] < A
assert h < bound["proton"] < A


def change(value):
    return 100 * (value / h - 1)


print("MAIN RESULT (amounts per formula unit)")
print(f"acceptors A = {A:.3f}")
print(f"K times water activity = {k:.3f}")
print(f"A(6-A) = {A*(6-A):.4f}")
print(f"number under the root = {9*k**2 + k*(4-k)*A*(6-A):.4f}")
print(f"square root = {np.sqrt(9*k**2 + k*(4-k)*A*(6-A)):.5f}")
print(f"protons h = {h:.5f}")
print(f"vacancies v = {v:.5f}")
print(f"oxide ions o = {o:.5f}")
print(f"check h^2/(v o) = {h**2/(v*o):.6f}")
print(f"h/A = {100*h/A:.2f} %")
print(f"absorbed water h/2 = {h/2:.5f}")
print(f"lattice sum, {cells} formula units: h = {h_lattice:.5f}")
print(f"shortcut o = 3: h = {h_short:.5f}")
print(f"shortcut error = {change(h_short):+.2f} %")
print("EXAMPLE (rough material values)")
print(f"hydration enthalpy = {dH:.2f} eV")
print(f"hydration entropy = {1000*dS:.2f} meV/K")
print(f"water pressure = {p_torr:.1f} Torr")
print(f"water activity = {activity:.5f}")
print(f"temperature for K a_w = 1: {T:.1f} K")
print(f"thermal energy kT = {kB*T:.5f} eV")
print(f"cell edge = {edge_nm:.2f} nm")
print(f"proton density = {density:.3e} cm^-3")
print("NEGLECTED EFFECTS (h per formula unit, change in h)")
print(f"50 K colder: K a_w = {k_at(T-50):.3f}")
print(f"50 K colder: h = {h_cold:.4f}, {change(h_cold):+.1f} %")
print(f"50 K hotter: K a_w = {k_at(T+50):.3f}")
print(f"50 K hotter: h = {h_hot:.4f}, {change(h_hot):+.1f} %")
for factor in (0.5, 2.0):
    value = protons(A, factor * k)
    print(f"K times {factor:.1f}: h = {value:.4f}, {change(value):+.1f} %")
print(f"assumed holes = {holes:.4f} per formula unit")
print(f"with holes: h = {h_holes:.4f}, {change(h_holes):+.2f} %")
print(f"yttrium on barium site = {misplaced:.3f} per formula unit")
print(f"net acceptor charge = {A_net:.3f} per formula unit")
print(f"misplaced yttrium: h = {h_misplaced:.4f}, "
      f"{change(h_misplaced):+.1f} %")
print(f"oxygen sites next to yttrium = {near:.3f} per formula unit")
print(f"proton binding = {E_h:.2f} eV, factor = {f_h:.1f}")
print(f"vacancy binding = {E_v:.2f} eV, factor = {f_v:.1f}")
for name in ("proton", "vacancy", "both"):
    print(f"binding, {name}: h = {bound[name]:.4f}, "
          f"{change(bound[name]):+.1f} %")
print(f"upper limit h = A: {change(A):+.1f} %")
print("success")
```

Running it gives:

```
MAIN RESULT (amounts per formula unit)
acceptors A = 0.200
K times water activity = 1.000
A(6-A) = 1.1600
number under the root = 12.4800
square root = 3.53270
protons h = 0.17757
vacancies v = 0.01122
oxide ions o = 2.81122
check h^2/(v o) = 1.000000
h/A = 88.78 %
absorbed water h/2 = 0.08878
lattice sum, 20000 formula units: h = 0.17757
shortcut o = 3: h = 0.17871
shortcut error = +0.64 %
EXAMPLE (rough material values)
hydration enthalpy = -0.82 eV
hydration entropy = -0.95 meV/K
water pressure = 20.0 Torr
water activity = 0.02666
temperature for K a_w = 1: 649.6 K
thermal energy kT = 0.05598 eV
cell edge = 0.42 nm
proton density = 2.397e+21 cm^-3
NEGLECTED EFFECTS (h per formula unit, change in h)
50 K colder: K a_w = 3.392
50 K colder: h = 0.1922, +8.3 %
50 K hotter: K a_w = 0.351
50 K hotter: h = 0.1529, -13.9 %
K times 0.5: h = 0.1625, -8.5 %
K times 2.0: h = 0.1875, +5.6 %
assumed holes = 0.0010 per formula unit
with holes: h = 0.1768, -0.45 %
yttrium on barium site = 0.010 per formula unit
net acceptor charge = 0.180 per formula unit
misplaced yttrium: h = 0.1616, -9.0 %
oxygen sites next to yttrium = 1.080 per formula unit
proton binding = 0.30 eV, factor = 212.6
vacancy binding = 0.40 eV, factor = 1268.7
binding, proton: h = 0.2000, +12.6 %
binding, vacancy: h = 0.0242, -86.4 %
binding, both: h = 0.1976, +11.3 %
upper limit h = A: +12.6 %
success
```
